# Mixed second-derivative functionals are stationary, not minimum principles

Take a system with three levels at 0, 2 and 4 eV, in its lowest level, and apply two weak perturbations at once:

$$H(a,b)=H_0+aA+bB .$$

The strengths $a$ and $b$ are dimensionless; $A$ and $B$ are energies. Let $A_k$ and $B_k$ be the real matrix elements joining the ground level to level $k$, and $\Delta_k$ the height of level $k$ above the ground level. Ordinary second-order perturbation theory gives the quadratic part of the ground energy as $-\sum_k (aA_k+bB_k)^2/\Delta_k$. Differentiating twice,

$$\frac{\partial^2E}{\partial a^2}=-2\sum_{k=1}^{2}\frac{A_k^2}{\Delta_k},\qquad
\frac{\partial^2E}{\partial a\,\partial b}=-2\sum_{k=1}^{2}\frac{A_kB_k}{\Delta_k}.$$

Now leave one level out of the sums. This is the simplest picture of a response space that is too small while the ground state itself is kept exact. The diagonal derivative loses a term that is negative or zero, so it cannot fall. The mixed derivative loses a term with the sign of $-A_kB_k$, and that product may have either sign.

Let $A$ couple the ground level to levels 1 and 2 with 1 and 1 eV, and $B$ with 1 and $-1$ eV. The full mixed derivative is

$$-2\left(\frac{1\cdot1}{2}+\frac{1\cdot(-1)}{4}\right)\text{eV}=-0.5\ \text{eV}\quad(-8.01\times10^{-20}\ \text{J}).$$

Without level 2 it is $-1.0$ eV, which is too low by 0.5 eV. Without level 1 it is $+0.5$ eV, which is too high by 1.0 eV. The truncated value is not an upper bound, and it is not a lower bound either.

## The belief and its appeal

Density functional perturbation theory obtains second derivatives of the energy, such as force constants and polarizabilities, from functionals of trial first-order states. The belief is that each such functional is a minimum principle, so that a better trial state always lowers the value towards the exact one.

There is a respectable argument behind it. The Rayleigh quotient of any trial state lies at or above the ground energy, at every $a$ and $b$. The second-derivative functionals come from expanding that quotient. It seems that they should inherit the bound.

The diagonal ones do, under conditions found below. The mixed ones do not, and the expansion shows where the inheritance stops.

## The functional

Let $|0\rangle$ be a normalized, nondegenerate eigenstate of $H_0$ with energy $E_0$. Write $K=H_0-E_0$ and $Q=1-|0\rangle\langle0|$. As trial state take

$$|\Phi\rangle=|0\rangle+a|x\rangle+b|y\rangle+ab|z\rangle,\qquad \langle0|x\rangle=\langle0|y\rangle=0 .$$

The orthogonality is a choice of norm and phase to first order; $|z\rangle$ is arbitrary. The Rayleigh quotient $R$ obeys

$$R-E_0=\frac{\langle\Phi|K+aA+bB|\Phi\rangle}{\langle\Phi|\Phi\rangle}.$$

Since $K|0\rangle=0$, the numerator has no zeroth-order term. Its first-order terms are $a\langle0|A|0\rangle+b\langle0|B|0\rangle$. The denominator is 1 plus terms of second order, because $x$ and $y$ are orthogonal to $|0\rangle$. Its departure from 1 therefore affects the quotient only from third order on.

The second derivative $\partial^2R/\partial a\,\partial b$ at the origin is thus the coefficient of $ab$ in the numerator. The operator $K$ contributes $\langle x|K|y\rangle+\langle y|K|x\rangle$, while its terms with $z$ vanish because $K|0\rangle=0$. The operator $B$ pairs with $x$, and $A$ with $y$. Collecting each term with its conjugate,

$$F_{ab}[x,y]=2\,\mathrm{Re}\big(\langle x|K|y\rangle+\langle x|B|0\rangle+\langle y|A|0\rangle\big).$$

For the diagonal derivative, the coefficient of $a^2$ is $\langle x|K|x\rangle+2\,\mathrm{Re}\langle x|A|0\rangle$. Two differentiations double it, which gives $F_{aa}[x,x]$, the same formula with $b$ replaced by $a$. If $H$ also contained a term $abC$, the constant $\langle0|C|0\rangle$ would be added to $F_{ab}$; it does not depend on the trial states.

The absence of $z$ is an instance of the $2n+1$ theorem: states correct through order $n$ give the energy through order $2n+1$. The reason is short. If $\Phi$ differs from an eigenstate $\psi$ of $H$ by $\delta$, then $R-E=\langle\delta|H-E|\delta\rangle/\langle\Phi|\Phi\rangle$, since $(H-E)|\psi\rangle=0$. A $\delta$ of order $n+1$ makes an energy error of order $2n+2$. The theorem says which orders are correct; it says nothing about the sign of an error when the first-order states are themselves approximate.

## Stationary point and error

Vary $x$ by $\delta x$, orthogonal to $|0\rangle$. The change is $2\,\mathrm{Re}\langle\delta x|(K|y\rangle+B|0\rangle)$. It vanishes for every allowed $\delta x$, including $i\,\delta x$, when the first of these equations holds; varying $y$ gives the second:

$$K|\bar y\rangle=-QB|0\rangle,\qquad K|\bar x\rangle=-QA|0\rangle .$$

These are the true first-order responses. Differentiating $(H-E)|\psi\rangle=0$ with respect to $b$ at the origin gives $K|\psi^b\rangle=-(B-\langle0|B|0\rangle)|0\rangle=-QB|0\rangle$, and likewise for $a$. Because $|0\rangle$ is nondegenerate, $K$ can be inverted on the states orthogonal to it, so the solutions are unique.

The stationary value is the wanted derivative. The first equation gives $\langle\bar x|K|\bar y\rangle=-\langle\bar x|B|0\rangle$, so two terms of $F_{ab}$ cancel and $2\,\mathrm{Re}\langle\bar y|A|0\rangle$ remains. The Hellmann–Feynman theorem, $\partial E/\partial a=\langle\psi|A|\psi\rangle$, gives the same expression when differentiated with respect to $b$.

Now insert $x=\bar x+\delta x$ and $y=\bar y+\delta y$. The terms linear in $\delta x$ combine to $2\,\mathrm{Re}\langle\delta x|(K|\bar y\rangle+B|0\rangle)=0$. Those linear in $\delta y$ vanish in the same way. One term is left:

$$F_{ab}[x,y]-\frac{\partial^2E}{\partial a\,\partial b}=2\,\mathrm{Re}\langle\delta x|K|\delta y\rangle .$$

No higher terms have been dropped. For equal slots the error is $2\langle\delta x|K|\delta x\rangle$. If $|0\rangle$ is the ground state, every excitation energy in $K$ is positive and the error cannot be negative: this is a minimum principle. It ranks trial states by $\langle\delta x|K|\delta x\rangle$, not by their distance from $\bar x$. With the levels of the opening example, an error of 0.1 on level 1 costs $2(2)(0.1)^2=0.04$ eV, while a smaller error of 0.09 on level 2 costs $2(4)(0.09)^2=0.065$ eV.

For the mixed functional, keep $\delta x$ and replace $\delta y$ by $-\delta y$. This is an equally admissible trial state, and the error changes sign. So wherever a nonzero positive error is possible, a negative one of the same size is possible too. The stationary point is a saddle.

In the opening example, omitting level $k$ sets that component of the response to zero instead of $-A_k/\Delta_k$. Hence $\delta x_k=A_k/\Delta_k$ and $\delta y_k=B_k/\Delta_k$, and the error is $2A_kB_k/\Delta_k$. For level 2 this is $2(1)(-1)/4=-0.5$ eV; for level 1 it is $2(1)(1)/2=+1.0$ eV, as found before.

## What the Rayleigh bound does imply

The tempting argument began with a true inequality. Let $G(a,b)=R(a,b)-E(a,b)\ge0$ for a ground-state reference. At the origin $G=0$, and its first derivatives vanish because $R$ and $E$ share the first-order terms. The leading part of $G$ is therefore quadratic, with the matrix of second-derivative errors

$$\varepsilon=\begin{pmatrix}\varepsilon_{aa}&\varepsilon_{ab}\\ \varepsilon_{ab}&\varepsilon_{bb}\end{pmatrix}.$$

A nonnegative $G$ requires $v^{T}\varepsilon v\ge0$ for every real direction $v$ in the $(a,b)$ plane. The bound is a statement about the matrix. It makes the diagonal elements nonnegative and leaves the sign of $\varepsilon_{ab}$ open. It does limit its size: the determinant cannot be negative, so

$$|\varepsilon_{ab}|\le\sqrt{\varepsilon_{aa}\,\varepsilon_{bb}} .$$

Another view is that a mixed derivative is a difference of two diagonal ones. Along $v=(1,1)$ the second derivative is $E_{aa}+2E_{ab}+E_{bb}$, and along $(1,-1)$ it is $E_{aa}-2E_{ab}+E_{bb}$, with subscripts denoting derivatives. Subtracting gives $4E_{ab}$. Each of the two has an upper bound, but the difference of two upper bounds bounds nothing.

With level 2 omitted, $\varepsilon_{aa}=\varepsilon_{bb}=0.5$ eV and $\varepsilon_{ab}=-0.5$ eV. The errors along the two directions are $0.5-1.0+0.5=0$ and $0.5+1.0+0.5=2.0$ eV. The first vanishes because $A+B$ does not couple the ground level to level 2. One quarter of the difference, $(0-2.0)/4$, is the mixed error of $-0.5$ eV.

The matrix bound also protects the eigenvalues of the Hessian. The smallest eigenvalue is the minimum of $v^{T}(\cdot)v$ over unit vectors, and the largest is the maximum. Adding $\varepsilon$ lowers neither. Here the exact Hessian has diagonal elements of $-1.5$ eV and eigenvalues $-2$ and $-1$ eV. Omitting level 2 gives $-2$ and $0$ eV; omitting level 1 gives $-1$ and $0$ eV. Each ordered eigenvalue stays or rises, although the mixed element moves down in the first case and up in the second. This needs one trial state per perturbation, used throughout the matrix.

## Accuracy without a bound

Stationarity is still worth having. Put an error $\eta$ on level 1 of the response to $a$, and $\pm\eta$ on level 1 of the response to $b$. The mixed error is

$$2\,(2\ \text{eV})(\eta)(\pm\eta)=\pm4\eta^2\ \text{eV}.$$

For $\eta=0.1$ this is $\pm0.04$ eV, and for $\eta=0.05$ it is $\pm0.01$ eV, against an exact derivative of $-0.5$ eV.

Compare the one-sided formula $2\,\mathrm{Re}\langle x|B|0\rangle$, which uses only the response to $a$. Its error is $2\,\mathrm{Re}\langle\delta x|B|0\rangle$, here $2\eta B_1=0.2$ eV for $\eta=0.1$ and 0.1 eV for $\eta=0.05$. It is linear in the error of the state. The formula is in fact $F_{ab}[x,0]$, the stationary functional with no response at all in the second slot. The gain from the full functional comes from making $\delta y$ small as well.

A small mixed error does not certify the states. If $\delta x$ lies on level 1 and $\delta y$ on level 2, then $\langle\delta x|K|\delta y\rangle=0$. The derivative is right while both responses are wrong. Nor is a falling value a sign of improvement, since the exact value may be approached from below.

## Conditions on the diagonal case

The minimum principle for a diagonal derivative needs the same trial state in both slots. If two separately approximated responses to $a$ are used, the error is $2\,\mathrm{Re}\langle\delta x|K|\delta x'\rangle$, which has no fixed sign. With errors of $+0.1$ and $-0.1$ on level 1 it is $2(2)(0.1)(-0.1)=-0.04$ eV.

It also needs $\langle\delta x|K|\delta x\rangle\ge0$ for every admissible error. A ground-state reference guarantees this; an excited reference does not once the error can have a component on a lower level. Take the middle level instead. Then $K$ has the eigenvalue $-2$ eV on the lowest level and $+2$ eV on the top one. Let $A$ couple the middle level to them with 1 and 0.5 eV. Omitting a level gives the diagonal error $2A_k^2/(E_k-E_1)$, where $A_k$ now denotes the coupling to the middle level. This is $2(1)^2/(-2)=-1.0$ eV for the lowest level and $2(0.5)^2/2=+0.25$ eV for the top one. The exact derivative is 0.75 eV.

Finally, $|0\rangle$ must be an eigenstate of $H_0$. If a fixed basis is too small to contain it, then $G=R-E$ is already positive at the origin, and $G\ge0$ no longer restricts its second derivatives. The diagonal derivative can then fall below the exact one. The bound survives only relative to the exact derivative within that basis.

## The self-consistent case

In density functional theory the potential responds too, and a gap between the orbital energies no longer secures the minimum principle. A small mean-field model shows it. Put two electrons in one real, normalized orbital $\phi$ on a ring of three sites, with site densities $n_i=2\phi_i^2$ and energy

$$E[\phi]=2\,\phi\cdot h\phi+\frac g2\sum_i n_i^2 .$$

Here $h$ contains a hopping element $-t$ between each pair of sites and the perturbing potentials $aA+bB$. To keep the norm fixed, use $L=E-2\varepsilon(\phi\cdot\phi-1)$. Since $\partial n_i/\partial\phi_i=4\phi_i$, the condition $\partial L/\partial\phi_i=0$ reads, after division by 4,

$$(h+gn)\phi=\varepsilon\phi ,$$

where $n$ acts as a diagonal matrix. Differentiating $4(h+gn-\varepsilon)\phi$ once more gives the second-derivative matrix of $L$. Its part orthogonal to the unperturbed orbital $\phi_0$ is $4M$, with

$$M=Q\,(h+gn-\varepsilon+4g\phi_0^2)\,Q ,$$

where $Q$ now projects out $\phi_0$, and $h$, $n$ and $\varepsilon$ are unperturbed. The last term, the interaction kernel, arises because $n$ depends on $\phi$.

On normalized orbitals $E=L$, and second-order changes of $\phi$ drop out because $L$ is stationary. With $x$ and $y$ orthogonal to $\phi_0$, the mixed derivative is therefore

$$F_{ab}[x,y]=4x\cdot My+4x\cdot B\phi_0+4y\cdot A\phi_0 .$$

It is stationary at $M\bar x=-QA\phi_0$ and $M\bar y=-QB\phi_0$, the linearized orbital equations. Expanding about them as before leaves the error $4\,\delta x\cdot M\delta y$. The diagonal form is a minimum principle if every eigenvalue of $M$ on the states orthogonal to $\phi_0$ is positive. A zero eigenvalue is not enough: along such a direction the diagonal form reduces to $8x\cdot A\phi_0$, which is linear in $x$ and has no lower bound unless it vanishes.

On the ring $\phi_0$ is uniform, with $\phi_{0,i}^2=1/3$. The hopping matrix has eigenvalues $-2t$, $t$ and $t$, and the uniform density shifts them all equally. The orbital gap is $3t$ for any $g$, whereas the eigenvalue of $M$ is $m=3t+4g/3$, twice over. With $t=1$ eV, $g=1.5$ eV gives $m=5$ eV, and $g=-3$ eV gives $m=-1$ eV. The gap is 3 eV in both cases.

Let $A$ and $B$ be potentials of 1 eV on the first and second site. Then $p_a=QA\phi_0$ has components $(2,-1,-1)/(3\sqrt3)$ eV and $p_b=QB\phi_0$ has $(-1,2,-1)/(3\sqrt3)$ eV. Hence $p_a\cdot p_a=2/9$ and $p_a\cdot p_b=-1/9$, in eV². As trial take the response with the kernel neglected, $x=-p_a/(3t)$, in place of $\bar x=-p_a/m$. The diagonal error is

$$\varepsilon_{aa}=4m\left(\frac1{3t}-\frac1m\right)^2\frac29\ \text{eV}^2 ,$$

and the mixed error is $-\tfrac12$ times this.

- For $g=1.5$ eV the diagonal error is $+0.079$ eV, relative to a stationary value of $-0.178$ eV. The mixed error is $-0.040$ eV, relative to $0.089$ eV.
- For $g=-3$ eV the diagonal error is $-1.58$ eV, relative to a stationary value of $0.89$ eV.

In the second case the minimum principle has failed despite the open gap. The uniform orbital still solves the self-consistent equation, but a small normalized change with component $su$, where $u$ is a unit vector orthogonal to $\phi_0$, alters the energy by $2ms^2<0$ to leading order. It is not an energy minimum, so there is no bound to inherit.

The numerical check compares these error formulas with finite differences of the energies. It includes 200 random complex cases of the three-level problem with a ground-state reference: every diagonal error was positive, and 97 mixed errors were negative.

## Table of computed values

```
Random trials: 200  negative mixed errors: 97
Smallest diagonal error in random trials: 0.0467 eV
Levels (eV): [0. 2. 4.]
Couplings of ground level to levels 1,2 by A (eV): [1. 1.]
Couplings of ground level to levels 1,2 by B (eV): [ 1. -1.]
Exact response to a on levels 1,2 (dimensionless): [-0.5  -0.25]
Exact response to b on levels 1,2 (dimensionless): [-0.5   0.25]
Exact d2E/da2: -1.5000 eV
Exact d2E/db2: -1.5000 eV
Exact d2E/da db: -0.5000 eV
Exact d2E/da db in joule: -8.0109e-20 J
Exact Hessian eigenvalues (eV): [-2. -1.]
Level 2 omitted, trial d2E/da2: -1.0000 eV
Level 2 omitted, error of d2E/da2: 0.5000 eV
Level 2 omitted, error of d2E/db2: 0.5000 eV
Level 2 omitted, trial d2E/da db: -1.0000 eV
Level 2 omitted, error of d2E/da db: -0.5000 eV
Level 2 omitted, Hessian eigenvalues (eV): [-2.  0.]
Level 1 omitted, trial d2E/da2: -0.5000 eV
Level 1 omitted, error of d2E/da2: 1.0000 eV
Level 1 omitted, error of d2E/db2: 1.0000 eV
Level 1 omitted, trial d2E/da db: 0.5000 eV
Level 1 omitted, error of d2E/da db: 1.0000 eV
Level 1 omitted, Hessian eigenvalues (eV): [-1.  0.]
eta=0.1: mixed error, dx=dy=eta on level 1: 0.0400 eV
eta=0.1: mixed error, dx=-dy=eta on level 1: -0.0400 eV
eta=0.1: mixed error, dx on level 1, dy on level 2: 0.0000 eV
eta=0.1: error of one-sided formula 2<x|B|0>: 0.2000 eV
eta=0.05: mixed error, dx=dy=eta on level 1: 0.0100 eV
eta=0.05: mixed error, dx=-dy=eta on level 1: -0.0100 eV
eta=0.05: mixed error, dx on level 1, dy on level 2: 0.0000 eV
eta=0.05: error of one-sided formula 2<x|B|0>: 0.1000 eV
d2E/da2 error, unequal slots dx=+0.1,-0.1 on level 1: -0.0400 eV
Middle level as reference, exact d2E/da2: 0.7500 eV
Middle level, level 0 omitted, error of d2E/da2: -1.0000 eV
Middle level, level 2 omitted, error of d2E/da2: 0.2500 eV
Ring: hopping: 1.0000 eV
Ring g=1.5 eV: orbital gap: 3.0000 eV
Ring g=1.5 eV: eigenvalue of M: 5.0000 eV
Ring g=1.5 eV: stationary d2E/da2: -0.1778 eV
Ring g=1.5 eV: stationary d2E/da db: 0.0889 eV
Ring g=1.5 eV: d2E/da2 error, kernel neglected in trial: 0.0790 eV
Ring g=1.5 eV: d2E/da db error, same trial: -0.0395 eV
Ring g=-3.0 eV: orbital gap: 3.0000 eV
Ring g=-3.0 eV: eigenvalue of M: -1.0000 eV
Ring g=-3.0 eV: stationary d2E/da2: 0.8889 eV
Ring g=-3.0 eV: stationary d2E/da db: -0.4444 eV
Ring g=-3.0 eV: d2E/da2 error, kernel neglected in trial: -1.5802 eV
Ring g=-3.0 eV: d2E/da db error, same trial: 0.7901 eV
```
